# The Highest-Orbital Condition on the Exact Exchange Potential

Put four electrons into the two lowest s orbitals of the potential \(v_s(r)=-(1+3e^{-r})/r\), in hartree atomic units. In the 1s orbital, the local exact-exchange potential has the expectation value −1.8218 hartree and the nonlocal Fock exchange operator has −2.4692 hartree. In the 2s orbital both have −0.4992 hartree, and they agree to within the numerical error of the calculation, about \(10^{-7}\) hartree. The potential was not constructed to give this agreement. It was obtained as the functional derivative of the exchange energy, and its free constant was then chosen so that it vanishes at infinity. Why do the two kinds of exchange agree in the highest occupied orbital and not in the lower one?

## Definitions and the statement

Consider a finite closed-shell system with real, normalized orbitals \(\varphi_1,\dots,\varphi_N\), each doubly occupied, of the one-electron Hamiltonian

\[
h=-\tfrac12\nabla^2+v_s(\mathbf r),\qquad h\varphi_i=\varepsilon_i\varphi_i ,\qquad v_s\to0\ \text{at infinity}. \tag{1}
\]

The occupied levels are bound and nondegenerate, and \(\varepsilon_N\) is the highest of them. Define

\[
Y_{ij}(\mathbf r)=\int\frac{\varphi_i(\mathbf r')\varphi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r',\qquad
K\varphi_i=-\sum_{j=1}^{N}Y_{ij}\,\varphi_j . \tag{2}
\]

Exchange acts between electrons of equal spin. Each spin contributes \(-\tfrac12\sum_{ij}\int\varphi_i\varphi_jY_{ij}\,d\mathbf r\), so the two spins together give

\[
E_x=-\sum_{ij}\int\varphi_i\varphi_jY_{ij}\,d\mathbf r=\sum_i\langle\varphi_i|K|\varphi_i\rangle . \tag{3}
\]

The exchange potential is \(v_x=\delta E_x/\delta n\), where \(n=2\sum_i\varphi_i^2\). Density changes at fixed electron number integrate to zero, so this definition leaves an additive constant open. Let

\[
C_i=\langle\varphi_i|v_x-K|\varphi_i\rangle . \tag{4}
\]

The claim is that \(C_N=0\) when the constant is chosen so that \(v_x\to0\) at infinity. "At infinity" here means within a cone of directions that avoids the nodal surfaces of \(\varphi_N\). The reason for this restriction appears in the tail estimate below.

## The equation that determines the potential

Change \(v_s\) by a small \(\delta v\). First-order perturbation theory gives

\[
\delta\varphi_i=-G_i\,\delta v\,\varphi_i,\qquad
G_i=\sum_{j\ne i}\frac{|\varphi_j\rangle\langle\varphi_j|}{\varepsilon_j-\varepsilon_i}, \tag{5}
\]

where the sum runs over all other eigenstates, including the continuum. In (3) each orbital product contains four orbital factors, and by symmetry the variation of each factor contributes equally. Therefore

\[
\delta E_x=4\sum_i\langle\delta\varphi_i|K|\varphi_i\rangle . \tag{6}
\]

The density changes by \(\delta n=4\sum_i\varphi_i\,\delta\varphi_i\). The definition of \(v_x\) then gives

\[
\delta E_x=\int v_x\,\delta n\,d\mathbf r=4\sum_i\langle\delta\varphi_i|v_x|\varphi_i\rangle . \tag{7}
\]

Subtract (6) from (7), insert (5), and use the symmetry of \(G_i\):

\[
0=-\sum_i\int\delta v(\mathbf r)\,\varphi_i(\mathbf r)\,\big[G_i(v_x-K)\varphi_i\big](\mathbf r)\,d\mathbf r . \tag{8}
\]

Since \(\delta v\) is arbitrary, its coefficient vanishes at every point. With the orbital shifts \(\psi_i\) this reads

\[
\sum_{i=1}^{N}\varphi_i(\mathbf r)\psi_i(\mathbf r)=0,\qquad \psi_i=-G_i(v_x-K)\varphi_i . \tag{9}
\]

This is the optimized-potential equation. The function \(\psi_i\) is the first-order change of \(\varphi_i\) under the perturbation \(v_x-K\), and (9) says that these changes leave the density unaltered to first order.

From (5), \((h-\varepsilon_i)G_i=1-|\varphi_i\rangle\langle\varphi_i|\). Applying \(h-\varepsilon_i\) to \(\psi_i\) gives

\[
(h-\varepsilon_i)\psi_i=-(v_x-K-C_i)\varphi_i,\qquad \langle\varphi_i|\psi_i\rangle=0 . \tag{10}
\]

If a constant \(c\) is added to \(v_x\), every \(C_i\) rises by \(c\), while no \(\psi_i\) changes because \(G_i\varphi_i=0\). Equation (9) therefore cannot fix the constant, and \(C_N\) has a definite value only after a boundary condition has been imposed.

## How fast the shifts decay

Far out, where \(v_s\) is small, (1) becomes \(\nabla^2\varphi_i\approx\kappa_i^2\varphi_i\), with

\[
\kappa_i=\sqrt{-2\varepsilon_i}. \tag{11}
\]

Assume that the tail of \(v_s\) is Coulombic or shorter-ranged. Then \(\varphi_i\) decays as \(e^{-\kappa_ir}\) times a power of \(r\). Write \(f\lesssim g\) when \(|f|\) is bounded by \(g\) times a constant and a power of \(r\). Such powers do not affect a comparison of different exponentials. The highest orbital has the smallest \(\kappa\) and reaches farthest.

Take \(i<N\) in (10). Its right side contains \(\varphi_i\) multiplied by a function assumed bounded at large \(r\), and also \(K\varphi_i\). By (2), the latter contains every occupied orbital multiplied by a bounded \(Y_{ij}\). The source is therefore \(\lesssim e^{-\kappa_Nr}\).

The decaying Green function of \(-\tfrac12\nabla^2+\tfrac12\kappa_i^2\) is \(e^{-\kappa_id}/(2\pi d)\), with \(d=|\mathbf r-\mathbf r'|\). Since \(r\le r'+d\),

\[
e^{-\kappa_id}\,e^{-\kappa_Nr'}\le e^{-\kappa_Nr}\,e^{-(\kappa_i-\kappa_N)d}. \tag{12}
\]

The last factor makes the integral over \(\mathbf r'\) converge. The potential \(v_s\) does not spoil the estimate: beyond a radius where \(|v_s|<\eta\), it can reduce the effective decay constant to no less than \(\sqrt{\kappa_i^2-2\eta}\), which still exceeds \(\kappa_N\) if \(\eta\) is small. Thus

\[
\psi_i\lesssim e^{-\kappa_Nr}\qquad(i<N). \tag{13}
\]

This is an upper bound, and the actual decay may be faster.

Now solve (9) for the shift of the highest orbital:

\[
\psi_N=-\frac{1}{\varphi_N}\sum_{i<N}\varphi_i\psi_i . \tag{14}
\]

The division is safe inside a cone where the angular factor of the leading tail of \(\varphi_N\) stays away from zero. There the numerator is \(\lesssim e^{-(\kappa_{N-1}+\kappa_N)r}\), because \(\kappa_{N-1}\) is the next smallest decay constant, and the denominator decays as \(e^{-\kappa_Nr}\). Hence

\[
\psi_N\lesssim e^{-\kappa_{N-1}r},\qquad
\frac{\psi_N}{\varphi_N}\lesssim e^{-(\kappa_{N-1}-\kappa_N)r}. \tag{15}
\]

The lower orbitals do not reach far enough to cancel a larger shift of the highest one. Along a nodal surface of \(\varphi_N\) this argument fails, and the limit of \(v_x\) there may be different. For \(N=1\), (9) gives \(\psi_1=0\) directly, and (15) holds trivially.

## From the tail to the expectation value

It remains to show that a rapidly decaying \(\psi_N\) forces \(C_N\) to equal the limit of \(v_x\). Let \(\chi\ge0\) be a smooth cutoff that vanishes outside the cone and for \(r<R\). Its radial factor rises from 0 to 1 between \(R\) and \(R+1\), and its angular factor does not depend on \(R\). Define, inside the cone,

\[
u_N=\frac{K\varphi_N}{\varphi_N}. \tag{16}
\]

Multiply (10), for \(i=N\), by \(\chi\varphi_N\) and integrate. Two integrations by parts move \(h\) onto \(\chi\varphi_N\), and the boundary terms vanish because of the cutoff and the exponential tails:

\[
\int\psi_N(h-\varepsilon_N)(\chi\varphi_N)\,d\mathbf r
=-\int\chi\varphi_N^2\,(v_x-u_N-C_N)\,d\mathbf r . \tag{17}
\]

The product rule gives

\[
-\tfrac12\nabla^2(\chi\varphi_N)=-\tfrac12\chi\nabla^2\varphi_N-\nabla\chi\cdot\nabla\varphi_N-\tfrac12\varphi_N\nabla^2\chi .
\]

The first term on the right combines with \((v_s-\varepsilon_N)\chi\varphi_N\) to give \(\chi(h-\varepsilon_N)\varphi_N=0\). What remains in (17), after a change of sign, is

\[
\int\chi\varphi_N^2\,(v_x-u_N-C_N)\,d\mathbf r
=\int\psi_N\left(\tfrac12\varphi_N\nabla^2\chi+\nabla\chi\cdot\nabla\varphi_N\right)d\mathbf r . \tag{18}
\]

No derivative of \(\psi_N\) appears, so the bound (15) is sufficient. Up to powers of \(R\), the right side is at most of order \(e^{-(\kappa_{N-1}+\kappa_N)R}\), while \(\int\chi\varphi_N^2\,d\mathbf r\) is of order \(e^{-2\kappa_NR}\). Dividing (18) by the latter gives

\[
\frac{\int\chi\varphi_N^2\,(v_x-u_N-C_N)\,d\mathbf r}{\int\chi\varphi_N^2\,d\mathbf r}\;\longrightarrow\;0
\qquad(R\to\infty). \tag{19}
\]

The behaviour of \(u_N\) follows from (2):

\[
u_N=-Y_{NN}-\sum_{j<N}\frac{\varphi_j}{\varphi_N}\,Y_{jN}. \tag{20}
\]

The sum is exponentially small in the cone. The first term is minus the electrostatic potential of one unit of charge, so it tends to \(-1/r\), and \(u_N\to0\). If \(v_x\) tends to a constant \(v_\infty\) in the cone, (19) becomes

\[
C_N=v_\infty . \tag{21}
\]

Choosing \(v_\infty=0\) gives the highest-orbital condition:

\[
\boxed{\;\langle\varphi_N|v_x|\varphi_N\rangle=\langle\varphi_N|K|\varphi_N\rangle\;} \tag{22}
\]

The condition concerns an average over the whole orbital, including the core, although the constant was fixed in the tail. The link is (10): a mismatch between the average and the tail value would act on the tail of \(\varphi_N\) as a constant perturbation, and the response to it would violate (15). The argument gives no such result for \(i<N\), because the tails of the lower shifts can be balanced in (9) by \(\psi_N\).

The proof needs a region where the density vanishes and one orbital dominates. It does not cover a degenerate highest level, for which (14) contains several dominant shifts, or an infinite solid, which has no such region.

## The four-electron model

In the model of the opening paragraph the levels are \(\varepsilon_{1s}=-5.4885\) and \(\varepsilon_{2s}=-0.4806\) hartree. The empty 2p level lies higher, at −0.3517 hartree, so the highest occupied level is nondegenerate. Equation (11) gives \(\kappa_{1s}=3.313\) and \(\kappa_{2s}=0.9805\) bohr⁻¹. Neither orbital has an angular node, so every direction is allowed.

Equations (9) and (10) are linear in \(v_x\), \(\psi_i\) and \(C_i\), and were solved together on a radial grid. The constant was first set by \(\int n\,v_x\,d\mathbf r=0\), a choice that makes no use of (22). A fit to the far tail then gave the form constant \(+\,a/r\), with \(a=-1.0000\) hartree·bohr and a constant of 1.1605 hartree. Subtracting this constant makes \(v_x\) vanish at infinity, and (4) gives

\[
\begin{aligned}
C_{1s}&=-1.8218-(-2.4692)=0.6474\ \text{hartree},\\
|C_{2s}|&=1.3\times10^{-7}\ \text{hartree}.
\end{aligned} \tag{23}
\]

The value of \(|C_{2s}|\) is a numerical residual of the grid and the tail fit. By (22) the exact value is zero. The subtracted constant can be checked by hand. Both orbitals carry equal weight in the density, so the average of the shifted potential must be minus that constant, and indeed \((-1.8218-0.4992)/2=-1.1605\) hartree. Before the subtraction, \(C_{2s}\) was 1.1605 hartree, as (21) requires.

The potential approaches \(u_{2s}\) quickly. At 2 bohr the values are \(v_x=-0.4465\) and \(u_{2s}=-0.4451\) hartree, and at 4 bohr both are −0.2490 hartree. At 1 bohr they are −0.500 and −0.560 hartree. At 0.5 bohr, just inside the radial node of \(\varphi_{2s}\) at 0.53 bohr where \(u_{2s}\) diverges, they are −1.265 and −4.029 hartree. The equality (22) therefore holds between averages and not point by point.

A second model, \(v_s=-(2+2e^{-r})/r\), gives \(C_{1s}=0.6396\) hartree and \(|C_{2s}|=1.3\times10^{-6}\) hartree, the latter again a numerical residual.

The numerical check also tests that the computed \(v_x\) is the functional derivative of \(E_x\). When \(\lambda e^{-r}\) is added to \(v_s\), direct differentiation gives \(dE_x/d\lambda=0.152572\), and \(\int v_x\,(dn/d\lambda)\,d\mathbf r\) gives the same six digits.

## A potential that violates the condition

Vanishing at infinity is not sufficient by itself. The Slater potential

\[
v_S=\frac{\sum_i\varphi_i\,K\varphi_i}{\sum_i\varphi_i^2} \tag{24}
\]

also approaches \(u_N\), and hence zero, in the tail, but for \(N>1\) it is in general not the functional derivative of \(E_x\) (for \(N=1\) the two coincide). In the first model it gives \(dE_x/d\lambda=0.195050\) in place of 0.152572, and \(C_{2s}=-0.0420\) hartree.

The effect on the orbital shift can be calculated. Let \(P=r\varphi_N\), up to normalization, be the radial function, and write the shift from (10), with \(v_S\) in place of \(v_x\), as \(g(r)\varphi_N\). Because \(P\) solves the radial equation, \((h-\varepsilon_N)\) acting on \(gP\) leaves

\[
-\tfrac12\left(g''P+2g'P'\right)=-\frac{(P^2g')'}{2P}.
\]

Far out \(v_S-u_N\) is exponentially small, so the right side of (10) is \(C_NP\). Multiplying by \(P\) and integrating from \(r\) to infinity gives

\[
g'(r)=\frac{2C_N}{P(r)^2}\int_r^\infty P(r')^2\,dr'\;\longrightarrow\;\frac{C_N}{\kappa_N}, \tag{25}
\]

since the integral approaches \(P^2/(2\kappa_N)\). The relative shift grows linearly, in conflict with (15).

Here the limiting slope is \(-0.04198/0.9805=-0.0428\) bohr⁻¹, whereas the mean slope between 8 and 12 bohr is −0.0476 bohr⁻¹. The difference comes mostly from the Coulomb tail. With \(v_s\approx-1/r\), inserting \(P\sim r^\nu e^{-\kappa_Nr}\) into the radial equation and comparing the terms of order \(1/r\) gives \(\nu=1/\kappa_N\). The integral in (25) then acquires the factor \(1+1/(\kappa_N^2r)\) to first order in \(1/r\). Averaged over the interval this factor is 1.105, which changes the estimate to −0.0473 bohr⁻¹.

At 10 bohr the ratio of shift to orbital is −0.441 for the Slater potential. For the exact potential the computed ratio is at the level of rounding error, about \(10^{-15}\). Its true size is smaller still: by (14) it is \((\varphi_{1s}/\varphi_{2s})^2\), about \(3\times10^{-21}\) at this radius, times \(\psi_{1s}/\varphi_{1s}\), which is of order one. The Slater case also tests the radial form of identity (18) with nonzero sides: both equal \(9.274\times10^{-4}\) hartree for the cutoff \(\chi=\tfrac12\left[1+\operatorname{erf}\big((r-5)/1.5\big)\right]\), with \(r\) in bohr. The common value depends on the width of the cutoff.

## What the condition means for the orbital energy

Suppose \(v_s=v_{\rm ext}+v_H+v_x\), where \(v_H=2\sum_jY_{jj}\) is the Hartree potential, and all three parts vanish at infinity. Then

\[
\varepsilon_i=\langle\varphi_i|-\tfrac12\nabla^2+v_{\rm ext}+v_H+v_x|\varphi_i\rangle . \tag{26}
\]

Remove one electron from \(\varphi_i\) and keep all orbitals frozen. With correlation neglected, the energy lost is its one-electron energy plus its Coulomb and exchange interaction with the others. In \(v_H+K\) the interaction of the electron with itself cancels, so the removal energy is

\[
I_i=-\langle\varphi_i|-\tfrac12\nabla^2+v_{\rm ext}+v_H+K|\varphi_i\rangle=-\varepsilon_i+C_i . \tag{27}
\]

For the highest orbital, (22) reduces this to \(I_N=-\varepsilon_N\).

In the model, \(v_{\rm ext}\) is defined as \(v_s-v_H-v_x\). Differences of total energies then give \(I_{2s}=0.4806\) hartree (13.08 eV), equal to \(-\varepsilon_{2s}\). For the core orbital they give \(I_{1s}=6.1359\) hartree, which is \(5.4885+0.6474\) hartree. The 1s eigenvalue thus misses the frozen removal energy by \(C_{1s}\), while the 2s eigenvalue reproduces it. Orbital relaxation and correlation would change both removal energies and lie outside this statement.

## Computed values

```
Model: v_s = -(outer + inner*exp(-r))/r, 1s and 2s filled
outer charge = 1.0 e, inner charge = 3.0 e
grid points = 203, box radius = 25.0 bohr
kernel test, self-repulsion of exp(-r) = 0.62500000 hartree
level 1s = -5.48849 hartree
level 2s (HOMO) = -0.48064 hartree
level 2p (empty) = -0.35174 hartree
decay constant kappa of 1s = 3.3132 1/bohr
decay constant kappa of 2s = 0.9805 1/bohr
exchange energy E_x = -2.96846 hartree
tail constant removed from v_x = 1.16053 hartree
fitted 1/r coefficient of v_x tail = -0.999999 hartree*bohr
<1s|v_x|1s> = -1.82183 hartree
<1s|K|1s> = -2.46923 hartree
difference C for 1s = 0.64740 hartree
<2s|v_x|2s> = -0.49922 hartree
<2s|K|2s> = -0.49923 hartree
difference C for 2s = 0.00000 hartree
size of C for 2s = 1.3e-07 hartree
r = 0.5 bohr: v_x = -1.26543, u_2s = -4.02930 hartree
r = 1.0 bohr: v_x = -0.49955, u_2s = -0.55977 hartree
r = 2.0 bohr: v_x = -0.44647, u_2s = -0.44512 hartree
r = 4.0 bohr: v_x = -0.24902, u_2s = -0.24902 hartree
r = 8.0 bohr: v_x = -0.12500, u_2s = -0.12500 hartree
outer 2, inner 2: HOMO -0.96036, C_1s 0.63959, |C_2s| 1.3e-06 hartree
outer 1, inner 3: HOMO -0.48064, C_1s 0.64740, |C_2s| 1.3e-07 hartree
Derivative of E_x with strength of a change in v_s (dimensionless):
  exp(-r): direct 0.152572, from v_x 0.152572, from Slater 0.195050
  exp(-(r-2)^2): direct 0.098271, from v_x 0.098271, from Slater 0.102577
  r*exp(-r): direct 0.062252, from v_x 0.062252, from Slater 0.083046
Slater potential: C for 2s = -0.04198 hartree
shift/orbital of 2s at 10 bohr, exact v_x: 1.6e-15
shift/orbital of 2s at 10 bohr, Slater: -0.44064
Slater growth rate, 8 to 12 bohr = -0.04759 1/bohr
Slater growth rate, limit C/kappa = -0.04282 1/bohr
cutoff identity (Slater), left = 0.00092741 hartree
cutoff identity (Slater), right = 0.00092741 hartree
frozen removal energy 2s = 0.48064 hartree
frozen removal energy 2s = 13.079 eV
frozen removal energy 1s = 6.13589 hartree
```
